\section*{Why flat bands break lead mode solvers yet carry no net current}

\section{The question}

A transport calculation needs the modes of its leads at a chosen energy. Why does the usual mode solver fail when that energy coincides with a flat band, and does the failure hide any current?

\section{Why the energy stops selecting modes}

Let a lead consist of identical cells $n$ with orthogonal orbitals and no interactions. Let $H_0$ be the block of one cell and $H_1=\langle n|H|n+1\rangle$ the coupling between neighbours. A solution $\psi_n=\lambda^n u$ at energy $E$ obeys
\begin{equation}
M(\lambda)u=0,\qquad M(\lambda)=H_0-E+\lambda H_1+\lambda^{-1}H_1^\dagger .
\end{equation}
Propagating modes have $|\lambda|=1$, $\lambda=e^{ik}$, with $k$ the phase per cell; the others grow or decay. Multiplication by $\lambda$ gives the quadratic pencil
\begin{equation}
Q(\lambda)=\lambda^2H_1+\lambda(H_0-E)+H_1^\dagger .
\end{equation}
Ordinarily $\det Q(\lambda)=0$ selects a finite set of $\lambda$.

Suppose that a band has the constant energy $E_f$ over an interval of $k$. Then $\det Q(\lambda)$ at $E=E_f$ vanishes on an arc of the unit circle. It is a polynomial in $\lambda$, and a polynomial with infinitely many zeros is identically zero. Thus the pencil is singular for every complex $\lambda$, not merely for Bloch waves.

The same fact produces compact states. A matrix whose determinant vanishes identically has a null vector with entries rational in $\lambda$. Clearing denominators gives a polynomial $u(\lambda)=\sum_j\lambda^j u_j$. The coefficient of $\lambda^m$ in $M(\lambda)u(\lambda)=0$ is
\begin{equation}
(H_0-E_f)u_m+H_1u_{m-1}+H_1^\dagger u_{m+1}=0 .
\end{equation}
With $\psi_n=u_{-n}$ and $m=-n$, this is the Schr\"odinger equation in cell $n$. Since $u(\lambda)$ has finitely many coefficients, $\psi$ occupies finitely many cells.

\section{The sawtooth chain}

Each cell has sites $A_n,B_n$ of zero energy. The hopping is $t>0$ on $A_n$--$A_{n+1}$, and $\sqrt2\,t$ on $A_n$--$B_n$ and $B_n$--$A_{n+1}$. Hence
\begin{equation}
M=\begin{pmatrix}t(\lambda+\lambda^{-1})-E&\sqrt2\,t(1+\lambda^{-1})\\ \sqrt2\,t(1+\lambda)&-E\end{pmatrix}.
\end{equation}
Since $(1+\lambda)(1+\lambda^{-1})=2+\lambda+\lambda^{-1}$,
\begin{align}
\det M&=E^2-Et(\lambda+\lambda^{-1})-2t^2(2+\lambda+\lambda^{-1})\nonumber\\
&=(E^2-4t^2)-t(E+2t)(\lambda+\lambda^{-1})\nonumber\\
&=(E+2t)\left[E-2t-t(\lambda+\lambda^{-1})\right].
\end{align}
The bands are $E_f=-2t$ and $E=2t+2t\cos k$. Away from $E_f$ the bracket must vanish, so $\lambda+\lambda^{-1}=E/t-2$. At $E_f$ the first factor is zero and the condition on $\lambda$ disappears. The pencil then factorizes:
\begin{equation}
Q(\lambda)=t\begin{pmatrix}1+\lambda\\ \sqrt2\,\lambda\end{pmatrix}\begin{pmatrix}1+\lambda&\sqrt2\end{pmatrix}.
\end{equation}
Neither factor vanishes at any finite $\lambda$, so the rank is one throughout. At infinity the leading coefficient $H_1$ also has rank one. An eigenvalue of a singular pencil is a point where the rank drops below its generic value. Here there is none, so any eigenvalue that a solver returns is an artefact.

The equations on the sites say the same. With amplitudes $a_n,b_n$, the $B_n$ equation at $E_f$ is $\sqrt2\,t(a_n+a_{n+1})=-2tb_n$, so
\begin{equation}
b_n=-\frac{a_n+a_{n+1}}{\sqrt2}.
\end{equation}
The $A_n$ equation, with all terms on one side, becomes
\begin{align}
&t(a_{n-1}+a_{n+1})+\sqrt2\,t(b_{n-1}+b_n)+2ta_n\nonumber\\
&=t(a_{n-1}+a_{n+1})-t(a_{n-1}+2a_n+a_{n+1})+2ta_n=0 .
\end{align}
It holds for any sequence $a_n$. Knowing the wave in one cell therefore does not determine it in the next. Writing $a_n=-\sqrt2\,c_n$ gives $b_n=c_n+c_{n+1}$. Every solution is thus a sum of compact states with amplitudes $(1,-\sqrt2,1)$ on $(B_{n-1},A_n,B_n)$ and coefficients $c_n$.

\section{Why there is no net current}

From $i\hbar\dot\psi=H\psi$, the probability in a cell changes at the rate $(2/\hbar)\,\mathrm{Im}\,\psi_n^\dagger(H\psi)_n$. The $H_0$ part is real, and the coupling to cell $n+1$ identifies the particle current from $n$ to $n+1$:
\begin{equation}
J_n=-\frac2\hbar\,\mathrm{Im}\,\psi_n^\dagger H_1\psi_{n+1}.
\end{equation}
On the sawtooth chain it has two parts, through the direct $A$--$A$ bond and through $B_n$:
\begin{align}
J_{AA}&=-\frac{2t}\hbar\,\mathrm{Im}(a_n^*a_{n+1})=-\frac{4t}\hbar\,\mathrm{Im}(c_n^*c_{n+1}),\\
J_{BA}&=-\frac{2\sqrt2\,t}\hbar\,\mathrm{Im}(b_n^*a_{n+1})\nonumber\\
&=\frac{4t}\hbar\,\mathrm{Im}\left[(c_n+c_{n+1})^*c_{n+1}\right]=+\frac{4t}\hbar\,\mathrm{Im}(c_n^*c_{n+1}).
\end{align}
The term $|c_{n+1}|^2$ is real and drops out. The sum is zero for any coefficients. A single compact state, being real, has no current on any bond; a complex superposition can circulate current around triangles.

For a flat Bloch state, $c_n=ce^{ikn}$, the norm per cell is $|c|^2[2+(2+2\cos k)]=|c|^2(4+2\cos k)$. At $k=\pi/2$ and one particle per cell, $|c|^2=1/4$. The direct bond carries $-1\,t/\hbar$ and the path through $B$ carries $+1\,t/\hbar$. The dispersive state at the same $k$ and density carries a net $-2\,t/\hbar$.

There is a general reason. For two solutions $\phi,\psi$ at the same real energy, define
\begin{equation}
F_n=\phi_n^\dagger H_1\psi_{n+1}-\phi_{n+1}^\dagger H_1^\dagger\psi_n .
\end{equation}
Both obey the Schr\"odinger equation with the same $E$, hence
\begin{equation}
0=\phi_n^\dagger(H\psi)_n-(H\phi)_n^\dagger\psi_n=F_n-F_{n-1}.
\end{equation}
So $F_n$ is the same at every cut. If $\phi$ is compact, $F_n$ vanishes beyond its support and therefore everywhere. Since $J_n=(i/\hbar)F_n$ when $\phi=\psi$, compact states contribute neither a current of their own nor an interference current with a propagating mode. This holds for any lead of the type assumed here.

\section{What the solver returns instead}

The quadratic problem becomes linear in $\lambda$ with $x=(u,\lambda u)$:
\begin{equation}
\begin{pmatrix}0&1\\-H_1^\dagger&E-H_0\end{pmatrix}x=\lambda\begin{pmatrix}1&0\\0&H_1\end{pmatrix}x .
\end{equation}
It can be solved by the QZ method. A rotation of the two orbitals in each cell by a common orthogonal matrix must not change $\lambda$. At $E=-1.5t$ one has $\lambda+\lambda^{-1}=-3.5$, whose decaying root is $\lambda=-0.313859$. Over 100 random rotations the worst absolute error was $1.9\times10^{-15}$.

At $E_f$, one rotation gave no finite value at all. A second gave $0.0144,-0.0895,1.33$, and a third gave $-0.00391,0.824,-1.98$. A small residual cannot expose these values as artefacts, because every $\lambda$ has an exact null vector.

The sensitivity follows from a small diagonal error $\varepsilon\,\mathrm{diag}(v_A,v_B)$ in $H_0$, with dimensionless $v_A,v_B$. At $E_f$, $M_{AA}=t(\lambda+\lambda^{-1}+2)$, $M_{BB}=2t$ and $M_{AA}M_{BB}=M_{AB}M_{BA}$. Therefore
\begin{align}
\det(M+\varepsilon V)&=(M_{AA}+\varepsilon v_A)(M_{BB}+\varepsilon v_B)-M_{AB}M_{BA}\nonumber\\
&=\varepsilon t\left[2v_A+v_B(\lambda+\lambda^{-1}+2)\right]+\varepsilon^2v_Av_B .
\end{align}
Setting this to zero and letting $\varepsilon\to0$ gives, for $v_B\ne0$,
\begin{equation}
\lambda+\lambda^{-1}=-2-2\frac{v_A}{v_B}.
\end{equation}
The size of the error has cancelled; its direction alone fixes the modes. QZ rounding also disturbs other entries, so this is an illustration of the mechanism, not a complete rounding model.

If $-2<v_A/v_B<0$, then $-2<\lambda+\lambda^{-1}<2$ and the error creates propagating modes. For independent Gaussian $v_A,v_B$ of equal width, the ratio $r$ has density $1/[\pi(1+r^2)]$. The probability is $\int_{-2}^0dr/[\pi(1+r^2)]=\arctan(2)/\pi=0.352$. In 1500 numerical draws with $\varepsilon=10^{-8}t$, the fraction was $0.353$.

These modes belong to a slightly different lead with a very narrow band. For $(v_A,v_B)=(1,-1)$, first-order perturbation theory with $u=(-\sqrt2,1+e^{ik})$ gives
\begin{equation}
E(k)-E_f=\varepsilon\frac{2-(2+2\cos k)}{4+2\cos k}=-\varepsilon\frac{\cos k}{2+\cos k}.
\end{equation}
Its derivative is $2\varepsilon\sin k/(2+\cos k)^2$, or $\varepsilon/2$ at $k=\pi/2$. With velocity in cells per unit time, $\varepsilon=10^{-9}t$ gives $5\times10^{-10}\,t/\hbar$. Normalizing to unit flux divides the amplitude by the square root of this velocity, a factor of about $4.5\times10^4$ in these units. A tiny Hermitian error in the lead's matrix elements can thus produce a spurious channel whose mode vector is huge. Rounding inside QZ is different: it need not keep $\lambda$ on the unit circle, and none of the values quoted above for $E_f$ lies on it.

\section{Recovering the physical limit}

If the common factor $E+2t$ is known, it should be cancelled before solving. What remains is $\lambda+\lambda^{-1}=-4$ at $E_f$, with decaying root $\lambda=-2+\sqrt3=-0.267949$. This is the limit from neighbouring energies, not an eigenvalue of the singular pencil itself.

Otherwise one may use $E=E_f+i\eta$. Differentiating $\lambda+\lambda^{-1}=-4+i\eta/t$ gives an offset
\begin{equation}
|\delta\lambda|\simeq\frac{\eta/t}{|1-\lambda^{-2}|}=0.077\,\frac{\eta}{t}.
\end{equation}
Rounding, however, competes with a determinant proportional to $\eta$, so its effect should scale as $1/\eta$. The worst absolute errors over 100 rotations show this:
\begin{center}
\begin{tabular}{ccc}
$\eta/t$ & rounding error in $\lambda$ & offset in $\lambda$\\
$10^{-4}$ & $1.1\times10^{-11}$ & $7.7\times10^{-6}$\\
$10^{-8}$ & $7.2\times10^{-8}$ & $7.7\times10^{-10}$\\
$10^{-12}$ & $6.4\times10^{-4}$ & $7.7\times10^{-14}$
\end{tabular}
\end{center}
Taking the rounding error as roughly $7\times10^{-16}t/\eta$ and equating it to the offset gives $\eta\approx10^{-7}t$ for this lead and double precision. For $\lambda$, making $\eta$ as small as possible is harmful. The self-energy of this lead is far less sensitive, as shown below.

The lead self-energy itself has a finite limit. Let a right lead begin at $A_1$, and let $g$ be its Green function on that site. Since $H_1=v(1,0)$ with $v=(t,\sqrt2\,t)^T$, the rest of the lead acts on its first cell through $g\,vv^T$. The $AA$ element of $(E-H_0-g\,vv^T)^{-1}$ must again be $g$:
\begin{equation}
g=\frac{E-2gt^2}{(E-gt^2)(E-2gt^2)-2t^2(1+gt)^2}.
\end{equation}
The denominator expands to $E^2-3Egt^2-2t^2-4gt^3$. Cross-multiplication gives
\begin{equation}
t^2(3E+4t)g^2-E^2g+E=0 .
\end{equation}
At $E=-2t$ this is $-2t(tg+1)^2=0$, so $g=-1/t$. The self-energy $g\,vv^T$ is real and opens no channel. It also does not depend on which values of $\lambda$ the solver returns. A self-energy built from two modes obeys $\Sigma u_i=\lambda_iH_1u_i$. At $E_f$ each null vector is $u_i=(-\sqrt2,1+\lambda_i)^T$, so $\lambda_iH_1u_i=-\sqrt2\,\lambda_i v$, while $v^Tu_i=\sqrt2\,t\lambda_i$. Any two distinct finite $\lambda_i$ therefore give $\Sigma=-vv^T/t$. For this lead the $1/\eta$ rounding error in $\lambda$ thus does not pass into $\Sigma$, and a broadening well below $10^{-7}t$ still improves it. Exactly at $\eta=0$ the solver may not return two finite values. The $1/\eta$ loss does reach the Green function on $B_1$, which has a pole at $E_f$. If the lead continues a sawtooth device, it also does not couple to the compact state centred on the last $A$ site of the device. That state has amplitudes $(-\sqrt2,1)$ in the last device cell, and $v^T(-\sqrt2,1)^T=0$.

A contact made directly to $B_1$ behaves differently. In the half-lead the $A_1$ equation forces $a_1=0$, so the flat states are the compact states centred on $A_2,A_3,\ldots$. Their norms squared are 4 and neighbouring overlaps are 1; only the first touches $B_1$, with amplitude 1. The flat-state weight $w$ on $B_1$ is therefore the first diagonal element of the inverse overlap matrix. Removing the first state leaves the same matrix, so $w=1/(4-w)$ and $w=2-\sqrt3=0.268$. The Green function on $B_1$ has a pole $w/(E-E_f)$: a bound state, not a conducting channel.

\section{A current-carrying band at the same energy}

When another band crosses $E_f$, a true current-carrying mode must be told apart from the artefacts. The sawtooth Hamiltonian can be written as
\begin{equation}
H=-2t+t\sum_n|f_n\rangle\langle f_n|,\qquad |f_n\rangle=|A_n\rangle+\sqrt2\,|B_n\rangle+|A_{n+1}\rangle .
\end{equation}
Each $A$ belongs to two triangles, so its diagonal term is $2t-2t=0$; for $B$ it is also $2t-2t=0$. Add a chain $C_n$ with site energy $-2t$, hopping $\tau$, and coupling $s$ to $f_n$. Let $\chi_n$ be its amplitude and $\varphi_n=\langle f_n|\psi\rangle$. Only $f_n$ contains $B_n$, so the $f_n$ are independent, and at $E_f$
\begin{equation}
t\varphi_n+s\chi_n=0,\qquad \tau(\chi_{n-1}+\chi_{n+1})+s\varphi_n=0 .
\end{equation}
Eliminating $\varphi_n$ gives $\lambda+\lambda^{-1}=s^2/(t\tau)$ for $\chi_n\propto\lambda^n$. With $s=\tau=0.5t$, $\cos k=0.25$ and $k=1.318$.

Compact states have $\varphi_n=\chi_n=0$ and survive, so the pencil is still singular for every $\lambda$. At the true $\lambda$ a second, independent null vector appears. The second-smallest singular value of $M$ is $3.6\times10^{-16}t$ there, but $0.236t$ at $\lambda=i$. This further loss of rank, not a small residual, identifies the true mode. The QZ method did return it at $E_f$, with a median error of $5.7\times10^{-16}$ over 101 orbital rotations, but a median gives no guarantee for each run.

For the current across a cut, put $q=a_{n+1}$ and $p=a_n+\sqrt2\,b_n=\varphi_n-q$. Then $\mathrm{Im}(p^*q)=\mathrm{Im}(\varphi_n^*q)$, and
\begin{align}
J_n&=-\frac2\hbar\,\mathrm{Im}\left[(t\varphi_n^*+s\chi_n^*)q+\tau\chi_n^*\chi_{n+1}\right]\nonumber\\
&=-\frac{2\tau}\hbar\sin k\,|\chi|^2 .
\end{align}
For $|\chi|=1$ this is $-0.968\,t/\hbar$. Adding compact states with random complex coefficients left that value unchanged; its spread over nine cuts was $4.4\times10^{-15}\,t/\hbar$. The compact admixture can change the norm of the mode vector, so the mode should be normalized by its flux.

\section{When the flatness is imperfect}

With equal site energies, the exact cancellation needs the hopping ratio $\sqrt2$. For a side hopping $t'$ in place of $\sqrt2\,t$, the lower band is
\begin{equation}
E(k)=t\cos k-\sqrt{t^2\cos^2k+2t'^2(1+\cos k)} .
\end{equation}
It equals $-2t$ at $k=\pi$ and $t-\sqrt{t^2+4t'^2}$ at $k=0$. A 1\% increase of $t'$, with $t$ fixed, gives a bandwidth of $0.0267t$ and, on a fine grid of $k$, a top speed of $0.017\,t/\hbar$ in cells per unit time. The pencil is then regular inside the band, and its slow modes can carry current. These are model values, not those of a named material. Unequal site energies or further hoppings can also spoil the flatness. In a periodic lead without interactions, the resulting narrow band is a real channel, not a numerical artefact. In a real lead, however, disorder comparable with the bandwidth can suppress its transmission strongly, and interactions, neglected here, may also matter.
